# Two-State Generalised Mulliken-Hush Coupling and Its Relation to Boys Diabatisation: a numerical check

```python
"""
Result under test: for two adiabatic states with gap dE, the states that
diagonalise the dipole matrix have the coupling
    |Hab| = |mu12| dE / sqrt(dmu^2 + 4 mu12^2)          (GMH)
and two-state Boys diabatisation gives the same value when the vectors
D = mu11 - mu22 and t = mu12 are collinear. In general Boys gives
    |Hab| = (dE/2) sqrt((1 - A/R)/2),
    A = |D|^2 - 4|t|^2,  R = sqrt(A^2 + 16 (D.t)^2).
Energies in eV, dipoles in e*angstrom; the electron has charge -1.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def gmh_formula(gap, dmu, mu12):
    return abs(mu12) * gap / np.sqrt(dmu**2 + 4 * mu12**2)


def boys_formula(gap, diff, trans):
    A = diff @ diff - 4 * trans @ trans
    R = np.hypot(A, 4 * diff @ trans)
    return 0.5 * gap * np.sqrt(max(0.0, (1 - A / R) / 2))


def coupling_in_basis(energies, U):
    return abs((U.T @ np.diag(energies) @ U)[0, 1])


def diagonalise_dipole(energies, dipole):
    """GMH from its definition: numerical eigenvectors of the dipole."""
    return coupling_in_basis(energies, np.linalg.eigh(dipole)[1])


def rotation(theta):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([[c, -s], [s, c]])


def boys_functional(theta, dipoles):
    U = rotation(theta)
    return sum(np.sum(np.diag(U.T @ m @ U)**2) for m in dipoles)


def boys_search(energies, dipoles):
    """Boys from its definition: direct maximisation over the angle."""
    grid = np.linspace(0, np.pi / 2, 90, endpoint=False)
    best = grid[np.argmax([boys_functional(x, dipoles) for x in grid])]
    step = grid[1]
    res = minimize_scalar(lambda x: -boys_functional(x, dipoles),
                          bounds=(best - step, best + step),
                          method="bounded", options={"xatol": 1e-10})
    return coupling_in_basis(energies, rotation(res.x)), res.x


def dipole_matrices(diff, trans, mean):
    """One 2x2 matrix per Cartesian component."""
    return np.array([[[m + d / 2, t], [t, m - d / 2]]
                     for d, t, m in zip(diff, trans, mean)])


def chain(e_donor, e_bridge, e_acceptor, hop, half_length):
    """Two lowest states of a straight donor-bridge-acceptor chain."""
    H = np.array([[e_donor, -hop, 0], [-hop, e_bridge, -hop],
                  [0, -hop, e_acceptor]])
    energies, C = np.linalg.eigh(H)
    C = C[:, :2].copy()
    site_dipole = -np.diag([-half_length, 0.0, half_length])
    if C[:, 0] @ site_dipole @ C[:, 1] < 0:
        C[:, 1] *= -1
    return energies, C, C.T @ site_dipole @ C


def superexchange(e_donor, e_bridge, e_acceptor, hop):
    return 0.5 * hop**2 * (1 / (e_bridge - e_donor)
                           + 1 / (e_bridge - e_acceptor))


rng = np.random.default_rng(7)

# Known diabats with diagonal dipole: the formula must return their coupling.
for _ in range(40):
    V = rng.normal()
    w, C = np.linalg.eigh(np.array([[rng.normal(), V], [V, rng.normal()]]))
    m = C.T @ np.diag(rng.normal(size=2) * 3) @ C
    found = gmh_formula(w[1] - w[0], m[0, 0] - m[1, 1], m[0, 1])
    assert abs(found - abs(V)) < 1e-8

# Random vectors in space. The search locates a flat maximum, so its angle
# is good only to about the square root of machine precision.
worst_general = worst_collinear = 0.0
for _ in range(40):
    E = np.array([0.0, rng.uniform(0.5, 2.0)])
    gap = E[1]
    D, t, mean = rng.normal(size=(3, 3))
    mats = dipole_matrices(D, t, mean)
    direct, _ = boys_search(E, mats)
    worst_general = max(worst_general, abs(direct - boys_formula(gap, D, t)))
    # Boys equals GMH along the axis of largest diabatic dipole difference.
    axis = np.linalg.eigh(np.outer(D, D) + 4 * np.outer(t, t))[1][:, -1]
    along = diagonalise_dipole(E, np.einsum("k,kij->ij", axis, mats))
    assert abs(direct - along) < 1e-5
    # Direction of the error made by inserting vector lengths in GMH.
    lengths = gmh_formula(gap, np.linalg.norm(D), np.linalg.norm(t))
    assert (lengths - direct) * (D @ D - 4 * t @ t) > -1e-5
    # Collinear D and t, with an unrelated common dipole vector.
    t_par = rng.normal() * D
    direct, _ = boys_search(E, dipole_matrices(D, t_par, mean))
    gmh = gmh_formula(gap, np.linalg.norm(D), np.linalg.norm(t_par))
    worst_collinear = max(worst_collinear, abs(direct - gmh))
assert worst_general < 1e-5 and worst_collinear < 1e-5

# Perpendicular vectors: zero, half the gap, or a flat functional.
unit_gap = np.array([0.0, 1.0])
zero2 = np.zeros(2)
perp = {}
for length in (1.0, 2.0):
    mats = dipole_matrices([3.0, 0.0], [0.0, length], zero2)
    perp[length] = boys_search(unit_gap, mats)[0]
assert perp[1.0] < 1e-5 and abs(perp[2.0] - 0.5) < 1e-5
flat = dipole_matrices([3.0, 0.0], [0.0, 1.5], zero2)
values = [boys_functional(x, flat) for x in np.linspace(0, 1.5, 31)]
assert np.ptp(values) < 1e-12

# Worked example 1: straight donor-bridge-acceptor chain.
eD, eB, eA, hop, half = 0.0, 1.5, 0.2, 0.3, 4.0
E3, C, mu = chain(eD, eB, eA, hop, half)
E = E3[:2]
gap = E[1] - E[0]
dmu, mu12 = mu[0, 0] - mu[1, 1], mu[0, 1]
root = np.sqrt(dmu**2 + 4 * mu12**2)
by_formula = gmh_formula(gap, dmu, mu12)
by_diag = diagonalise_dipole(E, mu)
by_boys, _ = boys_search(E, mu[None, :, :])
assert abs(by_formula - by_diag) < 1e-12
assert abs(by_formula - by_boys) < 1e-6
theta = 0.5 * np.arctan2(2 * mu12, dmu)
U = rotation(theta)
H_diabatic = U.T @ np.diag(E) @ U
mu_diabatic = U.T @ mu @ U
assert abs(mu_diabatic[0, 1]) < 1e-12
assert abs(mu_diabatic[0, 0] - mu_diabatic[1, 1] - root) < 1e-12
assert abs(H_diabatic[0, 1] - by_formula) < 1e-12
adiabatic_pop = C**2
diabatic_pop = (C @ U)**2
assert diabatic_pop[0, 0] > adiabatic_pop[0, 0]
assert diabatic_pop[2, 1] > adiabatic_pop[2, 1]
second_order = superexchange(eD, eB, eA, hop)

# Superexchange error must fall as the inverse square of the bridge gap.
errors = []
for bridge_gap in (4.0, 8.0):
    top = bridge_gap + (eD + eA) / 2
    e, _, m = chain(eD, top, eA, hop, half)
    errors.append(superexchange(eD, top, eA, hop)
                  / diagonalise_dipole(e[:2], m) - 1)
error_ratio = errors[0] / errors[1]
assert 3.7 < error_ratio < 4.3

# Equal donor and acceptor energies: coupling is half the adiabatic gap.
e_sym, _, m_sym = chain(0.0, eB, 0.0, hop, half)
gap_sym = e_sym[1] - e_sym[0]
coupling_sym = diagonalise_dipole(e_sym[:2], m_sym)
assert abs(m_sym[0, 0] - m_sym[1, 1]) < 1e-10
assert abs(coupling_sym - gap_sym / 2) < 1e-10

to_wavenumber = constants.e / (constants.h * constants.c * 100)
print("EXAMPLE 1: straight donor-bridge-acceptor chain")
print(f"site energies D, B, A: {eD:.1f}, {eB:.1f}, {eA:.1f} eV")
print(f"hopping element: {-hop:.1f} eV")
print(f"site positions D, B, A: {-half:.1f}, 0.0, {half:.1f} angstrom")
print(f"E1, E2, E3: {E3[0]:.6f}, {E3[1]:.6f}, {E3[2]:.6f} eV")
print(f"gap E2-E1: {gap:.6f} eV")
print(f"mu11, mu22: {mu[0, 0]:.6f}, {mu[1, 1]:.6f} e angstrom")
print(f"mu11-mu22: {dmu:.6f} e angstrom")
print(f"mu12: {mu12:.6f} e angstrom")
print(f"diabatic dipole difference: {root:.6f} e angstrom")
print(f"mixing angle theta: {np.degrees(theta):.4f} degrees")
print(f"Haa, Hbb: {H_diabatic[0, 0]:.6f}, {H_diabatic[1, 1]:.6f} eV")
print(f"|Hab|, GMH formula: {by_formula:.6f} eV")
print(f"|Hab|, numerical dipole eigenvectors: {by_diag:.6f} eV")
print(f"|Hab|, direct Boys search: {by_boys:.6f} eV")
print(f"|Hab| converted: {by_formula * to_wavenumber:.1f} cm^-1")
for name, pop in (("adiabatic 1", adiabatic_pop[:, 0]),
                  ("adiabatic 2", adiabatic_pop[:, 1]),
                  ("diabatic a", diabatic_pop[:, 0]),
                  ("diabatic b", diabatic_pop[:, 1])):
    print(f"populations D, B, A in {name}: "
          f"{pop[0]:.4f}, {pop[1]:.4f}, {pop[2]:.4f}")
print(f"second-order superexchange: {second_order:.6f} eV")
print(f"its excess over GMH: {100 * (second_order / by_diag - 1):.2f} %")
print(f"excess at bridge gap 4 eV: {100 * errors[0]:.3f} %")
print(f"excess at bridge gap 8 eV: {100 * errors[1]:.3f} %")
print(f"ratio of these two: {error_ratio:.3f}")
print(f"equal D and A energies, gap: {gap_sym:.6f} eV")
print(f"equal D and A energies, |Hab|: {coupling_sym:.6f} eV")

# Worked example 2: planar vectors with a varying angle between them.
len_D, len_t = 3.0, 1.0
D = np.array([len_D, 0.0])
print("EXAMPLE 2: planar vectors, gap 1 eV")
print(f"|D|, |t|: {len_D:.1f}, {len_t:.1f} e angstrom")
print("|Hab| in eV: Boys; GMH projected on D; GMH with lengths")
for degrees in (0, 30, 60, 90):
    phi = np.radians(degrees)
    t = len_t * np.array([np.cos(phi), np.sin(phi)])
    mats = dipole_matrices(D, t, zero2)
    boys, angle = boys_search(unit_gap, mats)
    assert abs(boys - boys_formula(1.0, D, t)) < 1e-6
    projected = diagonalise_dipole(unit_gap, mats[0])
    lengths = gmh_formula(1.0, len_D, len_t)
    print(f"angle {degrees:2d} degrees: {boys:.4f}; "
          f"{projected:.4f}; {lengths:.4f}")
    if degrees == 60:
        A = D @ D - 4 * t @ t
        B = 4 * D @ t
        best = D * np.cos(2 * angle) + 2 * t * np.sin(2 * angle)
        tilt = np.degrees(np.arctan(best[1] / best[0]))
        axis = best / np.linalg.norm(best)
        own_axis = diagonalise_dipole(
            unit_gap, np.einsum("k,kij->ij", axis, mats))
        assert abs(own_axis - boys) < 1e-6
        details = (A, B, np.hypot(A, B), np.linalg.norm(best), tilt,
                   own_axis)
print("details at 60 degrees:")
print(f"A, B, R: {details[0]:.4f}, {details[1]:.4f}, "
      f"{details[2]:.4f} (e angstrom)^2")
print(f"Boys diabatic dipole difference: {details[3]:.4f} e angstrom")
print(f"its tilt away from D: {details[4]:.3f} degrees")
print(f"|Hab|, GMH along that axis: {details[5]:.4f} eV")
print(f"perpendicular, |t| = 2 e angstrom, Boys: {perp[2.0]:.4f} eV")
print("LARGEST DEVIATIONS over random vectors")
print(f"Boys search against general formula: {worst_general:.1e} eV")
print(f"Boys search against GMH, collinear: {worst_collinear:.1e} eV")
print("done: every assertion held")
```

Printed output:

```
EXAMPLE 1: straight donor-bridge-acceptor chain
site energies D, B, A: 0.0, 1.5, 0.2 eV
hopping element: -0.3 eV
site positions D, B, A: -4.0, 0.0, 4.0 angstrom
E1, E2, E3: -0.072456, 0.153443, 1.619014 eV
gap E2-E1: 0.225899 eV
mu11, mu22: 3.292230, -3.253823 e angstrom
mu11-mu22: 6.546053 e angstrom
mu12: 2.028738 e angstrom
diabatic dipole difference: 7.701554 e angstrom
mixing angle theta: 15.8961 degrees
Haa, Hbb: -0.055510, 0.136496 eV
|Hab|, GMH formula: 0.059506 eV
|Hab|, numerical dipole eigenvectors: 0.059506 eV
|Hab|, direct Boys search: 0.059506 eV
|Hab| converted: 479.9 cm^-1
populations D, B, A in adiabatic 1: 0.8857, 0.0517, 0.0626
populations D, B, A in adiabatic 2: 0.0825, 0.0216, 0.8959
populations D, B, A in diabatic a: 0.9678, 0.0318, 0.0003
populations D, B, A in diabatic b: 0.0003, 0.0414, 0.9582
second-order superexchange: 0.064615 eV
its excess over GMH: 8.59 %
excess at bridge gap 4 eV: 1.115 %
excess at bridge gap 8 eV: 0.281 %
ratio of these two: 3.973
equal D and A energies, gap: 0.111684 eV
equal D and A energies, |Hab|: 0.055842 eV
EXAMPLE 2: planar vectors, gap 1 eV
|D|, |t|: 3.0, 1.0 e angstrom
|Hab| in eV: Boys; GMH projected on D; GMH with lengths
angle  0 degrees: 0.2774; 0.2774; 0.2774
angle 30 degrees: 0.2661; 0.2500; 0.2774
angle 60 degrees: 0.2121; 0.1581; 0.2774
angle 90 degrees: 0.0000; 0.0000; 0.2774
details at 60 degrees:
A, B, R: 5.0000, 6.0000, 7.8102 (e angstrom)^2
Boys diabatic dipole difference: 3.2257 e angstrom
its tilt away from D: 13.165 degrees
|Hab|, GMH along that axis: 0.2121 eV
perpendicular, |t| = 2 e angstrom, Boys: 0.5000 eV
LARGEST DEVIATIONS over random vectors
Boys search against general formula: 1.2e-08 eV
Boys search against GMH, collinear: 2.2e-08 eV
done: every assertion held
```
